# Zero Mode of a Unit Kekule Vortex in Graphene, Derived Twice

## What symmetry and dimensions fix

Graphene electrons with nearest-neighbour hopping move from one sublattice, A, to the other, B. The Hamiltonian changes sign when all B amplitudes change sign, so a state at energy \(E\) has a partner at \(-E\). At \(E=0\) the A and B amplitudes obey separate equations, and a single zero mode must lie on one sublattice.

A Kekule distortion modulates the bonds with three times the unit-cell area and couples the two valleys \(\pm\mathbf K\) through a complex mass \(\Delta\), an energy. In a unit vortex
\[
\Delta=\Delta_0(r)e^{i(\theta+\alpha)},\qquad \Delta_0\to\Delta_\infty>0\ \text{far away}.
\]
Let the A amplitude have envelopes \(u\) at \(\mathbf K\) and \(v\) at \(-\mathbf K\). Three arguments restrict a unique mode.

- The hopping is real, so complex conjugation maps the mode to itself. It exchanges the valleys and reverses angular momentum. The equations below give \(u\) and \(v\) the same angular momentum \(l\) when the winding is \(+1\), so \(l=-l=0\).
- Changing \(\alpha\) by \(\delta\) is undone by \(u\to e^{i\delta/2}u\), \(v\to e^{-i\delta/2}v\). The valley phases are therefore \(\pm\alpha/2\) plus a constant.
- Outside the core, \(\hbar v_F\) and \(\Delta_\infty\) form one length, \(\lambda=\hbar v_F/\Delta_\infty\).

If the remaining phase does not vary with \(r\), which the equations below confirm, the mode looks like \(\cos(\mathbf K\cdot\mathbf r+\alpha/2+\text{const})F(r)\), with \(F\) decaying over \(\lambda\). The constant, the function \(F\) and the uniqueness remain to be derived.

## From bonds to the Dirac equation

Let \(a\) be the bond length, and let an A site at \(\mathbf r\) have B neighbours at \(\mathbf r+\mathbf s_j\), with
\[
\mathbf s_1=a(0,1),\quad \mathbf s_{2,3}=a(\mp\tfrac{\sqrt3}{2},-\tfrac12),\quad \mathbf K=\Big(\frac{4\pi}{3\sqrt3a},0\Big).
\]
The origin is a hexagon centre. The matrix element on bond \(j\) is \(-(t+\delta t_j)\), where
\[
\delta t_j(\mathbf r)=\tfrac13\left[\Delta(\mathbf r)e^{i\mathbf K\cdot\mathbf s_j+2i\mathbf K\cdot\mathbf r}+\text{c.c.}\right].
\]
Insert \(\psi_A=e^{i\mathbf K\cdot\mathbf r}u+e^{-i\mathbf K\cdot\mathbf r}v\) into the equation at a B site \(\mathbf R=\mathbf r+\mathbf s_j\). The envelopes and \(\Delta\) vary slowly over \(a\), so the leading terms suffice.

For the uniform hopping, \(u(\mathbf R-\mathbf s_j)\simeq u-\mathbf s_j\cdot\nabla u\). The phases \(\mathbf K\cdot\mathbf s_j=0,-2\pi/3,2\pi/3\) give \(\sum_je^{-i\mathbf K\cdot\mathbf s_j}=0\), which removes the term without a derivative. Also
\[
\sum_j e^{-i\mathbf K\cdot\mathbf s_j}\mathbf s_j=\tfrac{3a}{2}(-i,1).
\]
The two minus signs cancel, and the coefficient of \(e^{i\mathbf K\cdot\mathbf R}\) is
\[
t\,\tfrac{3a}{2}(-i\partial_x+\partial_y)u=-i\hbar v_F\partial_+u,\qquad \hbar v_F=\tfrac32ta,\quad \partial_\pm=\partial_x\pm i\partial_y .
\]
The other valley gives the conjugate operator, \(i\hbar v_F\partial_-v\).

For the modulation, the \(\Delta\) term acting on \(v\) has phase \(\mathbf K\cdot\mathbf s_j+2\mathbf K\cdot(\mathbf R-\mathbf s_j)-\mathbf K\cdot(\mathbf R-\mathbf s_j)=\mathbf K\cdot\mathbf R\). The three bonds add, cancel the factor \(1/3\), and give \(-\Delta v\). Acting on \(u\), the same term has phase \(\mathbf K\cdot\mathbf s_j+3\mathbf K\cdot\mathbf r\). Since \(3\mathbf K\cdot\mathbf r\) is a multiple of \(2\pi\) on A sites, the bond sum vanishes. The conjugate term gives \(-\Delta^*u\) in the other valley. Thus
\[
D\begin{pmatrix}u\\v\end{pmatrix},\qquad
D=\begin{pmatrix}-i\hbar v_F\partial_+&-\Delta\\-\Delta^*&i\hbar v_F\partial_-\end{pmatrix},\qquad
H=\begin{pmatrix}0&D^\dagger\\D&0\end{pmatrix}.
\]
Integration by parts gives \(\partial_\pm^\dagger=-\partial_\mp\), so \(D^\dagger\) is \(D\) with \(\partial_+\) and \(\partial_-\) exchanged. It acts on the B envelopes \((p,q)\).

For constant \(\Delta\) the off-diagonal terms of \(D^\dagger D\) cancel, leaving \(E^2=(\hbar v_Fk)^2+|\Delta|^2\). The full gap is \(2|\Delta|\). With the parameters used later, diagonalising the six-atom cell at four mass phases and at \(k\) up to 0.36 nm\(^{-1}\) agrees with this energy within 1% in every direction, relative to the formula. The deviation grows with \(k\) and depends on its direction.

## First derivation: radial channels

Set \(w(r)=\Delta_0/\hbar v_F\). Assume a circular vortex with \(w\ge0\), bounded, zero at the centre and tending to a positive constant. In polar coordinates \(\partial_\pm=e^{\pm i\theta}(\partial_r\pm\frac ir\partial_\theta)\). The equation \(D(u,v)^T=0\) becomes, after the factors \(e^{\pm i\theta}\) cancel,
\[
(\partial_r+\tfrac ir\partial_\theta)u=iwe^{i\alpha}v,\qquad
(\partial_r-\tfrac ir\partial_\theta)v=-iwe^{-i\alpha}u .
\]
Choose \(\chi=\alpha/2-\pi/4\), \(u=e^{i\chi}U\), \(v=e^{-i\chi}V\). Then \(ie^{i\alpha-2i\chi}=i\cdot i=-1\), and the second coefficient is its conjugate, also \(-1\). For angular dependence \(e^{il\theta}\),
\[
U'-\frac lrU=-wV,\qquad V'+\frac lrV=-wU. \tag{1}
\]
The coefficients are real, so real and imaginary parts can be treated separately.

**The channel \(l=0\).** Adding and subtracting gives
\[
(U+V)'=-w(U+V),\qquad (U-V)'=+w(U-V).
\]
The difference grows and must vanish. The sum decays, so
\[
U=V=F(r)=\exp\left[-\int_0^rw(r')dr'\right]. \tag{2}
\]

**Other A channels.** For \(l>0\), solutions start as \(U\sim r^l\) or \(V\sim r^{-l}\). The second is not square-integrable at the origin. For \(l<0\) the roles are exchanged. Every admissible solution therefore has \(UV=0\) at the origin, while (1) gives
\[
(UV)'=\left(\tfrac lrU-wV\right)V+U\left(-\tfrac lrV-wU\right)=-w(U^2+V^2)\le0 .
\]
Once \(w\) is positive, \(UV\) becomes negative and cannot return. Beyond some radius \(|UV|\ge c>0\), and since \(U^2+V^2\ge2|UV|\), the norm \(\int r(U^2+V^2)dr\) diverges.

**Sublattice B.** The equation \(D^\dagger(p,q)^T=0\) reads
\[
(\partial_r-\tfrac ir\partial_\theta)p=iwe^{i(2\theta+\alpha)}q,\qquad
(\partial_r+\tfrac ir\partial_\theta)q=-iwe^{-i(2\theta+\alpha)}p .
\]
The unmatched factor \(e^{2i\theta}\) distinguishes B from A. With \(p=e^{i\chi}e^{il\theta}P\) and \(q=e^{-i\chi}e^{i(l-2)\theta}Q\),
\[
P'+\frac lrP=-wQ,\qquad Q'-\frac{l-2}{r}Q=-wP .
\]
Near the origin \(P\sim r^{-l}\) or \(Q\sim r^{l-2}\). For \(l=1\) both are \(1/r\), whose norm diverges logarithmically. For every other \(l\) one solution is regular, and it has \(r^2PQ=0\) at the origin. The two equations give
\[
(PQ)'=-\frac2rPQ-w(P^2+Q^2)\quad\Rightarrow\quad
(r^2PQ)'=-wr^2(P^2+Q^2).
\]
Hence \(|PQ|\ge c/r^2\) far out, and the norm is at least \(2c\int dr/r\), which diverges. B has no zero mode.

As a separate check, the radial equations were integrated for \(l=-3\) to 4, using the example's mass profile. In every regular channel except A with \(l=0\), the radial density grew between 10 and 25 nm, by a factor of at least \(10^4\).

The Hamiltonian does not act on spin, so there is one mode for each spin. Restoring the valley waves gives
\[
\boxed{\psi_A(\mathbf r)=C\cos\left(\mathbf K\cdot\mathbf r+\frac\alpha2-\frac\pi4\right)F(r),\qquad \psi_B=0}. \tag{3}
\]
The squared cosine averages to \(1/2\) over the three A sites of a Kekule cell. With one A site per area \(A_c=3\sqrt3a^2/2\), the condition \(\sum|\psi_A|^2=1\) gives \(C^2=2A_c/\int F^2d^2r\) in the continuum limit.

For an antivortex, \(\theta\to-\theta\) in the mass, the angular factors cancel in the \(D^\dagger\) equations instead. The same radial function then appears on B.

## Second derivation: a sum of squares

This route uses no angular momentum for the A mode. Write the mass as a vector field,
\[
\Delta=\hbar v_Fe^{i\alpha}(W_x+iW_y),\qquad \mathbf W=\nabla\Phi .
\]
The circular vortex has \(\mathbf W=w\hat{\mathbf r}\) and \(\Phi=\int_0^rw\,dr'\). Assume that \(\mathbf W\) is bounded and has bounded first derivatives.

A normalisable state satisfies \(D\psi=0\) if and only if \(\|D\psi\|^2=\langle\psi|D^\dagger D|\psi\rangle=0\). Both diagonal entries of \(D^\dagger D\) are \(-\hbar^2v_F^2\nabla^2+|\Delta|^2\). The upper off-diagonal entry, acting on \(v\), is
\[
(-i\hbar v_F\partial_-)(-\Delta v)+(-\Delta)(i\hbar v_F\partial_-v)=i\hbar v_F(\partial_-\Delta)v,
\]
because the terms containing \(\partial_-v\) cancel. For a gradient field,
\[
\partial_-\Delta=\hbar v_Fe^{i\alpha}\left[\nabla\cdot\mathbf W+i(\partial_xW_y-\partial_yW_x)\right]=\hbar v_Fe^{i\alpha}\nabla\cdot\mathbf W .
\]
The phases \(e^{\pm i\chi}\) again turn the factor \(ie^{i\alpha}\) into \(-1\). The off-diagonal coupling of \(U\) and \(V\) is then \(-\hbar^2v_F^2\nabla\cdot\mathbf W\) in both entries. With \(S=(U+V)/\sqrt2\) and \(T=(U-V)/\sqrt2\), the equations separate:
\[
\frac{D^\dagger D}{\hbar^2v_F^2}\to
\begin{cases}-\nabla^2+W^2-\nabla\cdot\mathbf W&\text{on }S,\\-\nabla^2+W^2+\nabla\cdot\mathbf W&\text{on }T.\end{cases}
\]
Each is a product of first-order operators. For the first,
\[
(-\nabla+\mathbf W)\cdot(\nabla+\mathbf W)S=-\nabla^2S-(\nabla\cdot\mathbf W)S-\mathbf W\cdot\nabla S+\mathbf W\cdot\nabla S+W^2S .
\]
Reversing \(\mathbf W\) gives the second. Therefore
\[
\frac{\|D\psi\|^2}{\hbar^2v_F^2}=\|(\nabla+\mathbf W)S\|^2+\|(\nabla-\mathbf W)T\|^2. \tag{4}
\]
There are no boundary terms: in a square-integrable zero mode \(\partial_+u\) and \(\partial_-v\) are bounded functions times square-integrable ones, and \(\|\partial_\pm f\|=\|\nabla f\|\), so the gradients are square-integrable too.

Zero energy requires both squares to vanish, giving \(S\propto e^{-\Phi}\) and \(T\propto e^{+\Phi}\). If \(\Phi\) grows at least linearly in every direction, the first is normalisable and the second is not. Thus \(T=0\), \(U=V\propto e^{-\Phi}\), and the circular case returns (3).

To exclude a B mode, return to the circular vortex and assume also \(w'\ge0\). In \(DD^\dagger\) the coupling contains
\[
\partial_+\Delta=\hbar v_Fe^{i(2\theta+\alpha)}(w'-w/r).
\]
An off-diagonal coupling of magnitude \(g\) lowers the local energy density by at most \(g(|p|^2+|q|^2)\). Since \(w'\) and \(w/r\) are non-negative,
\[
\left|w'-\frac wr\right|=w'+\frac wr-2m,\qquad m=\min(w',w/r)\ge0 .
\]
Using the factorisation with \(\nabla\cdot\mathbf W=w'+w/r\),
\[
\frac{\|D^\dagger\phi\|^2}{\hbar^2v_F^2}\ge\sum_{f=p,q}\left[\|(\nabla+\mathbf W)f\|^2+2\int m|f|^2d^2r\right]. \tag{5}
\]
A zero mode would need \(p\) and \(q\) proportional to \(F\), which vanishes nowhere. But \(w\) rises from zero to a positive value, so \(m>0\) somewhere and the last integral is positive. Both components must vanish.

## What each derivation assumes

Both derivations use the leading Dirac equation, non-interacting electrons and no coupling within a sublattice. Their other assumptions differ.

The radial derivation needs circular symmetry. In return it allows \(\Delta_0\) to rise and fall, provided it stays non-negative, bounded and tends to a positive constant. It also shows how each rejected channel fails.

The sum of squares needs a differentiable mass. It finds the A mode without circular symmetry whenever the mass is a gradient field with suitable growth of \(\Phi\). Its exclusion of B, as given here, needs a circular, non-decreasing amplitude. Neither argument covers an arbitrary distorted vortex.

## Core size and a lattice example

Take \(\Delta_0=\Delta_\infty\tanh(r/\xi)\). Since \(\int_0^r\tanh(r'/\xi)dr'=\xi\ln\cosh(r/\xi)\),
\[
F(r)=[\cosh(r/\xi)]^{-\xi/\lambda}.
\]
For \(\xi\ll\lambda\) this approaches \(e^{-r/\lambda}\). For \(\xi\gg\lambda\), the expansion \(\ln\cosh x\simeq x^2/2\) gives \(F\simeq e^{-r^2/(2\lambda\xi)}\), a Gaussian of width \(\sqrt{\lambda\xi}\) inside the core.

Choose \(t=2.8\) eV, \(a=0.142\) nm, \(\Delta_\infty=0.2\) eV, \(\xi=1\) nm and \(\alpha=0.7\). Then
\[
\hbar v_F=1.5(2.8)(0.142)=0.596\ \text{eV nm},\qquad
\lambda=\frac{0.596}{0.2}=2.98\ \text{nm}.
\]
The exponent is \(\xi/\lambda=0.335\). Half the probability lies within 2.6 nm and 90% within 5.9 nm.

A lattice disk of radius 14 nm, with 11,760 sites on each sublattice, tests the continuum result. Mass phases and amplitudes are taken at bond midpoints. Beyond 13 nm a staggered potential, \(+1\) eV on A and \(-1\) eV on B, keeps edge states away from zero. The vortex level lies at 0.50 meV, with 99.86% of its weight on A. Its squared overlap with (3) is 0.998. The antivortex level lies at \(-0.50\) meV, with the same weight on B. Without winding, the lowest \(|E|\) is 209 meV.

The small vortex energy comes from the rim. Let \(M\ge0\) be the magnitude of the staggered potential. The eigenvalue equations are
\[
M\psi_A+D^\dagger\psi_B=E\psi_A,\qquad D\psi_A-M\psi_B=E\psi_B .
\]
Project the first on \(\psi_A\), the second on \(\psi_B\), and subtract. The real parts of the hopping terms cancel:
\[
E(\|\psi_A\|^2-\|\psi_B\|^2)=\langle\psi_A|M|\psi_A\rangle+\langle\psi_B|M|\psi_B\rangle .
\]
The left side is about 0.50 meV and \(M=1\) eV on the rim, so about 0.05% of the probability lies there. Without the staggered potential, sublattice symmetry would put the levels in \(\pm E\) pairs, and with equal numbers of A and B sites a single zero level could not stay unpaired. The vortex mode would need a partner at the edge, and the coupling of their tails could split the pair.

## Relation to a real Kekule sheet

A gap of 0.4 eV is roughly the regime of lithium-intercalated graphene. The smooth isolated vortex and its 1 nm core are model choices. The real sheet is strongly doped; a Fermi level 1 eV above the Dirac point is a rough value. The Dirac bands then hold about \(8.6\times10^{13}\) carriers per cm\(^2\); the curvature of the lattice bands adds about 2%. Both spin states of the mode are filled. The zero mode is a level deep below the Fermi energy, not a half-filled state controlling transport.

Interactions are the largest correction sized here for a neutral sheet. With relative permittivity 5, the repulsion between two opposite spins in the mode is
\[
U=\frac{e^2}{4\pi\epsilon_0\epsilon_r}\int_0^\infty|\tilde\rho(q)|^2dq=110\ \text{meV},
\]
where \(\tilde\rho\) is the Fourier transform of the normalised smooth density, proportional to \(F^2\). This is over half of \(\Delta_\infty\), so the one-electron statement cannot by itself give the charging spectrum. Thomas–Fermi screening at the doped density, which multiplies the integrand by \(q/(q+q_{TF})\), reduces \(U\) to about 8 meV. That is an estimate, because the screening length of 0.31 nm is close to the lattice scale. Summed over the lattice mode, pairs of distinct sites give about 5 meV, and an on-site repulsion adds 1.3 meV for each eV of its strength, so the screened value is fixed only to within a factor of about two.

Second-neighbour hopping breaks the sublattice symmetry. Let \(N\) carry an A amplitude to its B neighbours with unit weight. Then \(N^\dagger N=3+\mathcal S\), where \(\mathcal S\) sums over second neighbours, and the added energy is \(-t'\mathcal S=3t'-t'N^\dagger N\). The constant moves the Dirac point. For the zero mode, \(tN\psi_A\) cancels the Kekule term, whose squared norm is \(\langle\Delta_0^2\rangle\) at leading order. The shift relative to the Dirac point is therefore
\[
\delta E=-\frac{t'\langle\Delta_0^2\rangle}{t^2}\simeq-0.44\ \text{meV}\quad(t'=0.1\ \text{eV}).
\]
The expectation value in the lattice mode is the same to two digits; diagonalising the disk with \(t'\) included gives \(-0.45\) meV.

A crystal can also favour three Kekule phases. Replacing the smooth winding by three \(120^\circ\) steps, with \(\alpha=0\), in the same 14 nm disk leaves a level at 3.6 meV with 98.4% of its weight on A. By the identity above, this energy also comes from the rim, not from the steps themselves. Its squared overlap with the smooth-vortex formula drops to 0.91. The walls run through bond midpoints, and these bonds are assigned to one of the adjacent domains; giving them the mean phase instead moves the level to 3.4 meV and raises the next one by 2 meV. The next level is at 115 meV, compared with 187 meV for the smooth vortex at \(\alpha=0.7\). Both values depend on the disk size, the first more strongly. In the Dirac equation a sharp \(120^\circ\) phase step binds states that run along the domain wall, with energies down to \(\Delta_\infty\cos60^\circ=100\) meV, and the next level of the stepped vortex moves towards this edge as the disk grows. At 300 K the thermal width \(3.5k_BT\) is 90 meV, close to the 100 meV edge, so a thermally broadened probe would not separate the zero mode cleanly from the wall states. The complete values are in the numerical output.

## Values computed for the example and the checks

```
hopping t = 2.80 eV, bond length a = 0.142 nm
hbar v = 0.5964 eV nm
Dirac speed v = 9.061e+05 m/s
mass far from core = 0.200 eV, full gap = 0.400 eV
largest bond change 2*D_inf/3 = 0.1333 eV
core radius xi = 1.00 nm, phase offset alpha = 0.70 rad
decay length hbar v/D_inf = 2.982 nm
exponent D_inf*xi/(hbar v) = 0.3353
radius holding 50% of probability = 2.58 nm
radius holding 90% of probability = 5.86 nm
mean radius, formula = 3.058 nm
mean radius, lattice = 3.042 nm
largest relative band error, uniform mass = 0.0075
largest Dirac residual = 3.4e-10 eV
least growth of r*|f|^2, 10 to 25 nm, A = 6.96e+04
least growth of r*|f|^2, 10 to 25 nm, B = 1.11e+04
disk: radius 14.0 nm, A sites 11760, B sites 11760
rim: beyond 13.0 nm, staggered +-1.0 eV
vortex: level nearest zero = 0.497 meV
vortex: next level |E| = 186.5 meV
vortex: weight on A = 0.998592
vortex: squared overlap with formula = 0.99834
antivortex: level nearest zero = -0.497 meV
antivortex: next level |E| = 186.5 meV
antivortex: weight on B = 0.998592
antivortex: squared overlap with formula = 0.99834
no vortex: lowest |E| = 209.4 meV
three-domain vortex: level = 3.580 meV
three-domain vortex: next |E| = 115.4 meV
three-domain vortex: weight on A = 0.98442
three-domain vortex: overlap^2 with formula = 0.9056
second-neighbour hopping t' = 0.10 eV
shift from t', lattice = -0.4432 meV
shift from t', formula = -0.4386 meV
relative permittivity around sheet = 5.0
Coulomb repulsion, neutral sheet = 110.0 meV
Fermi level above Dirac point, doped = 1.00 eV
carrier density, doped = 8.59e+13 cm^-2
Thomas-Fermi screening length = 0.309 nm
Coulomb repulsion, doped sheet = 8.0 meV
kT at 300 K = 25.85 meV
thermal width 3.5 kT = 90.5 meV
```
